# The Generalised Koopmans Condition and the Tuning of Polaron Functionals

In a small model of a hole polaron, removing one electron lowers the total energy by \(E(N)-E(N-1)=1.51\) eV. The orbital that loses the electron has eigenvalue 2.12 eV while it is full and 0.91 eV once it is empty. The nuclei have not moved and the functional is the same throughout, so one removal process has been given three energies. The mean of the two eigenvalues, 1.52 eV, lies close to the total-energy difference. This suggests that the eigenvalue drifts almost uniformly as the orbital empties. For an energy that is linear in the electron number there is no drift, and the three numbers coincide.

## Setting and conventions

\(N\) is the electron number with the polaron orbital full, and \(N-1\) the number with it empty. For a hole polaron the \(N\)-electron system is neutral; for an electron polaron the \((N-1)\)-electron system is. The orbital holds \(f\) electrons, \(0\le f\le1\), and \(E(f)\) is short for \(E(N-1+f)\). Its eigenvalue is \(\varepsilon(f)\), and

\[
D=E(N)-E(N-1)=E(1)-E(0).
\]

Both energies are taken at the same distorted geometry. The elastic and nuclear repulsion energies are then equal and cancel in \(D\). If the lattice relaxed between the two charge states, \(D\) would also contain the relaxation energy, and it would not in general equal the eigenvalue at either relaxed geometry.

The exact energy at fractional number is the minimum over statistical mixtures of integer states with weights \(p_M\) and mean number \(N-1+f\). Suppose the integer energies \(E(M)\) are convex in \(M\). Let \(\ell\) be the straight line through the points at \(N-1\) and \(N\). Convexity gives \(E(M)\ge\ell(M)\) for every integer \(M\), so

\[
\sum_M p_M E(M)\ \ge\ \sum_M p_M\,\ell(M)=\ell(N-1+f).
\]

The last step holds because \(\ell\) is linear. Mixing the two neighbouring states with weights \(1-f\) and \(f\) reaches the bound, hence

\[
E(f)=(1-f)E(0)+fE(1)=E(0)+fD. \tag{1}
\]

This is piecewise linearity. An approximate functional need not obey it. The claim is that one which does satisfies

\[
E(N)-E(N-1)=\varepsilon(1), \tag{2}
\]

the generalised Koopmans condition.

## First derivation: following the eigenvalue

Let the energy be a functional \(E[\rho]\) of the density matrix \(\rho=\sum_i f_i|\varphi_i\rangle\langle\varphi_i|\), with real orthonormal orbitals. Its derivative \(F=\partial E/\partial\rho\) is the one-electron Hamiltonian, and self-consistency means \(F\varphi_i=\varepsilon_i\varphi_i\). Change the occupation of the polaron orbital \(\varphi\) by \(df\) and let all orbitals respond:

\[
dE=\mathrm{tr}(F\,d\rho)=\varepsilon\,df+\sum_i f_i\big(\langle d\varphi_i|F|\varphi_i\rangle+\langle\varphi_i|F|d\varphi_i\rangle\big).
\]

By the eigenvalue equation the sum equals \(\sum_i f_i\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle\), which vanishes because the norms stay equal to one. This leaves Janak's theorem,

\[
\frac{dE}{df}=\varepsilon(f). \tag{3}
\]

By (1) the left side is the constant \(D\). Therefore \(\varepsilon(f)=D\) for all \(f\) between 0 and 1, and the limit \(f\to1\) is (2). The limit \(f\to0\) gives the companion statement \(D=\varepsilon(0)\), where \(\varepsilon(0)\) belongs to the empty polaron orbital of the \((N-1)\)-electron system.

The same theorem measures the failure of an approximate functional. Define the Koopmans defect \(\Pi=D-\varepsilon(1)\). Integrating (3) over \(f\), and then by parts,

\[
\Pi=\int_0^1\varepsilon\,df-\varepsilon(1)
=\big[f\varepsilon\big]_0^1-\int_0^1 f\,\varepsilon'\,df-\varepsilon(1)
=-\int_0^1 f\,\varepsilon'(f)\,df. \tag{4}
\]

A convex energy has \(\varepsilon'>0\) and \(\Pi<0\); a concave one has \(\Pi>0\). At the other end, \(D-\varepsilon(0)=\Pi+\varepsilon(1)-\varepsilon(0)\), so

\[
D-\varepsilon(0)=\int_0^1(1-f)\,\varepsilon'(f)\,df. \tag{5}
\]

If the curvature is a constant \(\kappa\), then \(\Pi=-\kappa/2\) and the energy departs from the chord (1) by \(-\tfrac12\kappa f(1-f)\), which is \(-\kappa/8\) at the midpoint. In that case \(\Pi=0\) forces \(\kappa=0\) and the energy is linear. In general \(\Pi=0\) sets one weighted average of the curvature to zero, so it is necessary for linearity but not sufficient.

In the model \(\Pi=1.512-2.124=-0.612\) eV. A constant curvature would then be \(\kappa=1.224\) eV, with a midpoint deviation of \(-153\) meV. The computed deviation is \(-152\) meV, so this energy curve is nearly a parabola.

## Second derivation: removing charge from frozen orbitals

Start from the \(N\)-electron state and take a fraction \(g=1-f\) out of \(\varphi\), at first without letting any orbital change. The density matrix changes by \(-g|\varphi\rangle\langle\varphi|\). For a functional quadratic in \(\rho\), as all those used below are, the expansion ends at second order:

\[
E_{\rm frozen}(N-g)=E(N)-g\,\varepsilon(1)+\tfrac12g^2K. \tag{6}
\]

Here \(K\) is the second derivative of \(E[\rho]\) along \(|\varphi\rangle\langle\varphi|\), that is, the interaction of the orbital's charge with itself as the functional counts it. Letting the orbitals relax lowers the energy by some \(R(g)\ge0\), provided the relaxed state is the minimum at these occupations:

\[
E(N-g)=E(N)-g\,\varepsilon(1)+\tfrac12g^2K-R(g). \tag{7}
\]

The order of \(R\) in \(g\) is needed. At \(g=0\) the energy is stationary, so removing \(g\) electrons creates a force of order \(g\) on rotations \(x\) between filled and empty orbitals. The energy change is \(g\,b\cdot x+\tfrac12x\cdot Ax\) to leading order, with \(A\) positive definite for a stable state. Its minimum is at \(x=-gA^{-1}b\), and the gain is \(\tfrac12g^2\,b\cdot A^{-1}b\). Rotations \(y\) of \(\varphi\) into a deeper filled orbital \(\varphi_i\) matter less. The two occupations differ by \(g\), so the linear term is of order \(g\cdot g\,y\), while the cost of moving the hole down is \(g(\varepsilon-\varepsilon_i)y^2\). The gain is then of order \(g^4/g=g^3\). Hence \(R(g)\) is of order \(g^2\).

Now impose linearity, \(E(N-g)=E(N)-gD\), on (7):

\[
gD=g\,\varepsilon(1)-\tfrac12g^2K+R(g).
\]

Dividing by \(g\) and letting \(g\to0\) removes the last two terms and leaves \(D=\varepsilon(1)\), which is (2). Putting this back gives \(R(g)=\tfrac12g^2K\) for every \(g\): in a linear functional, relaxation cancels the self-interaction of the removed charge.

Without linearity, (7) at \(g=1\) gives the defect in a second form,

\[
\Pi=R(1)-\tfrac12K. \tag{8}
\]

In Hartree–Fock theory the Fock term cancels the self-interaction of each orbital, so \(K=0\) and \(\Pi=R(1)\ge0\). This is Koopmans' theorem with its relaxation error. A functional with too much self-interaction has \(\tfrac12K>R(1)\) and \(\Pi<0\). Tuning a parameter means balancing the two terms.

## How the condition fixes a parameter

Write \(E_p=E_0+pG\), where \(G\) is a correction and \(p\) its strength, and seek \(\Pi(p)=0\). Since each self-consistent energy is stationary, the response of the orbitals drops out of its first derivative:

\[
\frac{dD}{dp}=G(N)-G(N-1). \tag{9}
\]

The eigenvalue is not stationary, so \(d\varepsilon/dp\) does contain the response. Because the orbitals change with \(p\), neither this derivative nor the right side of (9) is constant, and \(\Pi(p)\) is not strictly linear. Drawing a line through \(p=0\) and one trial value \(p_t\) gives the estimate

\[
p\approx-\,p_t\,\frac{\Pi(0)}{\Pi(p_t)-\Pi(0)}, \tag{10}
\]

which is then refined by iteration.

The model is a ring of six anion and six cation orbitals with six spinless electrons. The hopping element is \(-1\) eV, the anion level is 0 and the cation level 6 eV. The frozen distortion raises one anion level by 2 eV. The bare interaction is \(v_{ij}=v_0/(1+d_{ij})\), with \(v_0=6\) eV and \(d_{ij}\) the distance along the ring in sites. A medium of dielectric constant \(\epsilon_m=4\) reduces it to \(w_{ij}=v_{ij}/\epsilon_m\), so \(w_0=1.5\) eV on site. With \(n_i=\rho_{ii}\), and \(q_i\) equal to \(n_i-1\) on anions and \(n_i\) on cations, the uncorrected functional is

\[
E_0=\mathrm{tr}(h\rho)+\tfrac12\sum_{i\ne j}w_{ij}q_iq_j+\tfrac12w_0\sum_i(n_i^2-n_i),
\]

where \(h\) holds the levels and hopping. The last term vanishes at integer site occupation and is convex between. It imitates the self-interaction error of a semilocal functional. Two differentiations give \(K=\sum_{ij}w_{ij}\varphi_i^2\varphi_j^2\), where \(\varphi_i\) is the amplitude on site \(i\).

**Hubbard \(U\).** Take \(G=\tfrac12\sum_{\rm anions}n_i(1-n_i)\). Its potential is \(U(\tfrac12-n_i)\), and it changes \(K\) by \(-U\sum_{\rm anions}\varphi_i^4\). With (8), the condition \(\Pi=0\) reads

\[
U=\frac{\sum_{ij}w_{ij}\varphi_i^2\varphi_j^2-2R(1)}{\sum_{\rm anions}\varphi_i^4},
\]

with \(\varphi\) and \(R\) evaluated self-consistently at that \(U\). At a trial \(U=1\) eV the defect is \(-0.2734\) eV, and (10) gives \(0.6122/(0.6122-0.2734)=1.81\) eV. Iteration gives \(U=1.71\) eV.

**Hole potential.** Take \(V_i=\lambda(1-n_i/n_{\rm host})\) on the anions, where \(n_{\rm host}=0.932\) is the anion occupation in the undistorted host. It is the derivative of \(\lambda G\) with \(G=-\tfrac12n_{\rm host}\sum_{\rm anions}(1-n_i/n_{\rm host})^2\). It vanishes in the host and raises the level of any anion whose occupation falls below the host value, most strongly where the hole sits. Its contribution to \(K\) is \(-(\lambda/n_{\rm host})\sum_{\rm anions}\varphi_i^4\), so \(\lambda/n_{\rm host}\) plays the part of \(U\). The root is \(\lambda=1.68\) eV, or \(\lambda/n_{\rm host}=1.80\) eV.

**Mixing fraction.** A fraction \(a\) of bare Fock exchange replaces local self-interaction:

\[
G=-\tfrac12v_0\sum_i(n_i^2-n_i)-\tfrac12\sum_{i\ne j}v_{ij}\rho_{ij}^2 .
\]

For \(|\varphi\rangle\langle\varphi|\) one has \(\rho_{ij}^2=\varphi_i^2\varphi_j^2\), so the two parts combine with \(E_0\) into

\[
K=\Big(\frac1{\epsilon_m}-a\Big)\sum_{ij}v_{ij}\varphi_i^2\varphi_j^2 .
\]

At \(a=1/\epsilon_m\) the functional is Hartree–Fock for the screened interaction, \(K=0\), and the defect is the relaxation energy, here 0.001 eV. Since \(\Pi\) is negative at \(a=0\) and positive at \(a=0.25\), a root lies between if \(\Pi\) varies continuously. It is found at \(a=0.2496\). The closeness to \(1/\epsilon_m\) follows from (8), which puts the root at \(a=1/\epsilon_m-2R(1)/\sum_{ij}v_{ij}\varphi_i^2\varphi_j^2\). The model is built so that \(K\) vanishes at \(1/\epsilon_m\). At this mixing the electrons of the ring relax by only about 0.001 eV (the uncorrected functional gives 0.016 eV) against a sum of about 5 eV, which shifts the root by 0.0004. This is a feature of the model, where the screening is put into \(w\) by hand. In a solid the functional contains the bare interaction, the electronic screening is part of \(R\), and \(R\) is not small; the screening also depends on distance, so the same balance need not give the inverse dielectric constant.

## What the tuned functionals agree on

The Hubbard term and the mixing close the gap between \(D\) and \(\varepsilon(1)\) mainly by lowering \(\varepsilon(1)\), the hole potential mainly by raising \(D\). In eV:

| Functional | \(D\) | \(\varepsilon(1)\) | \(\varepsilon(1)\) above band top |
|---|---|---|---|
| uncorrected | 1.512 | 2.124 | 1.413 |
| \(U\) | 1.547 | 1.547 | 1.589 |
| hole potential | 2.246 | 2.246 | 1.534 |
| mixing | 1.548 | 1.548 | 1.521 |

Equation (9) accounts for the difference between the second and third rows. The uncorrected occupation of the distorted site is 0.856 with the orbital full and 0.060 with it empty. For the Hubbard term this site contributes

\[
\tfrac12(0.856\times0.144-0.060\times0.940)\approx0.033
\]

to \(dD/dU\). The total over all anions is small as well, though it changes with \(U\). \(D\) moves by only \(1.547-1.512=0.035\) eV up to \(U=1.71\) eV, a mean slope of 0.02, and the slope at the root is 0.033; its match to the single-site figure, which uses the \(U=0\) occupations, is a coincidence. So \(D\) hardly moves and the eigenvalue comes down to it. For the hole potential \(G\) is nearly zero when the orbital is full and strongly negative when it is empty. The total derivative at the root is 0.45, so \(E(N-1)\) falls and \(D\) rises towards the eigenvalue.

Absolute eigenvalues therefore cannot be compared between functionals, since the Hubbard potential also lowers the filled bands. The last column measures the level from the highest occupied eigenvalue of the undistorted ring with the same functional and parameter. The tuned values span 0.07 eV. Before tuning, the level read from the eigenvalue and the level read from \(D\) differ by 0.61 eV.

Exact diagonalization of the screened model Hamiltonian puts \(E(N)-E(N-1)\) of the distorted ring 1.521 eV above that of the undistorted ring. The hybrid agrees to the digits given, but near \(a=1/\epsilon_m\) it is practically Hartree–Fock for that same Hamiltonian. The agreement shows that correlation hardly affects this level in the model; it does not measure the accuracy of hybrids in materials.

Linearity away from the tuned end is a separate question. By (5), \(D-\varepsilon(0)\) would vanish for a linear energy. It is 0.018 eV with \(U\), 0.030 eV with the hole potential, and zero to four decimals with mixing. The largest chord deviations among the sampled occupations are 2.4, 4.1 and 0.00 meV, against 152 meV uncorrected. The first two functionals meet the condition at \(f=1\) and keep a small uneven curvature.

## What each derivation assumes

Both derivations assume fixed nuclei, a variational functional and linearity between \(N-1\) and \(N\). They use linearity differently.

The first needs a differentiable path from full to empty orbital, with the same orbital remaining the partly filled one. If levels cross, \(\varepsilon(f)\) can change branch and (4) no longer describes one orbital. In return, the functional may depend on \(\rho\) in any smooth way, and the result covers both ends of the segment.

The second obtains (2) from an arbitrarily small removal near \(N\), and uses only that \(R(g)/g\to0\) as \(g\to0\). The estimate that \(R\) is of order \(g^2\), which secures this, assumes a stable \(N\)-electron state, with \(A\) positive definite. If an excitation softens, \(A^{-1}\) diverges and the estimate of \(R\) fails. Its closed form (8) also needs a quadratic functional; otherwise higher orders enter (6) at \(g=1\). It shows what the parameter does: it balances self-interaction against relaxation.

Equation (8) also shows when tuning loses its grip. For an orbital spread evenly over \(M\) anions, \(\sum\varphi_i^4=1/M\), and the direct effect of \(U\) or \(\lambda\) on \(K\) vanishes as \(M\) grows. The condition then says little about the parameter, so a localised state is needed to fix it.

In a periodic supercell the charged state also interacts with its images and the compensating background. In a polar crystal the frozen distortion carries a polarisation charge of its own, so the energy and eigenvalue of the neutral state at that geometry have finite-size errors too. An error \(\delta\) left in \(E(N-1)\) of a hole polaron enters \(\Pi\) as \(-\delta\), and the tuned parameter absorbs it. Energies and eigenvalues must be brought to the isolated limit before \(\Pi=0\) is imposed. The model ring has no periodic images and needs no such correction.

The numerical check tests Janak's theorem, the integral (4), the derivative (9), the convexity behind (1) at half-integer number, and the hybrid energy against an explicit many-electron determinant.

## Computed results

```
orbitals 12, electrons N 6, hopping 1.0 eV
cation level 6.0 eV, distortion 2.0 eV
bare on-site interaction 6.0 eV, medium constant 4.0
screened on-site interaction 1.50 eV
host anion occupation 0.9317
polaron-site occupation, N and N-1: 0.8562 0.0604
exact model E(N)-E(N-1) 1.5476 eV
exact model level above host removal level 1.5210 eV
Uncorrected functional
  E(N) -0.5477 eV, E(N-1) -2.0598 eV
  E(N)-E(N-1) 1.5121 eV
  eigenvalue at f=1 2.1243 eV, at f=0 0.9136 eV
  defect Pi -0.6122 eV, from curvature integral -0.6122 eV
  host band top 0.7115 eV
  level above band top, eigenvalue 1.4128 eV
  level above band top, energy difference 0.8006 eV
Pi at a = 1/medium constant 0.0010 eV
Hubbard U
  trial 1.00 eV, Pi there -0.2734 eV
  secant estimate 1.8070 eV, root 1.7070 eV
  E(N)-E(N-1) 1.5472 eV, eigenvalue f=1 1.5472 eV
  E(N)-E(N-1) minus eigenvalue at f=0 0.0179 eV
  derivative of energy difference 0.0325 (eV per eV)
  host band top -0.0414 eV, level above it 1.5886 eV
Hole potential
  trial 1.00 eV, Pi there -0.2518 eV
  secant estimate 1.6986 eV, root 1.6797 eV
  E(N)-E(N-1) 2.2458 eV, eigenvalue f=1 2.2458 eV
  E(N)-E(N-1) minus eigenvalue at f=0 0.0303 eV
  derivative of energy difference 0.4510 (eV per eV)
  host band top 0.7115 eV, level above it 1.5344 eV
Mixing fraction
  trial 0.10, Pi there -0.3777 eV
  secant estimate 0.2611, root 0.2496
  E(N)-E(N-1) 1.5475 eV, eigenvalue f=1 1.5475 eV
  E(N)-E(N-1) minus eigenvalue at f=0 -0.0000 eV
  derivative of energy difference 0.1876 eV
  host band top 0.0262 eV, level above it 1.5213 eV
hole-potential curvature lam/n_host 1.8028 eV
f, chord deviation (meV): uncorrected, U, hole potential, mixing
  0.25   -113.34     -2.43     -4.13      0.00
  0.50   -152.10     -2.08     -3.55      0.00
  0.75   -114.53     -0.75     -1.28      0.00
```
